# Equilibrium atomic hydrogen in a hot, low-pressure gas: verification in Python

```python
"""
Result under test: pure hydrogen at 2500 K and 20 torr, with
K = p_H^2/p_H2 = 0.00063 atm, holds about 14 percent H atoms by mole.

x      mole fraction of H atoms, n_H/(n_H + n_H2)
alpha  fraction of the H2 molecules that are dissociated
kappa  K/P, the dissociation constant over the total pressure
Closed forms: x = (-kappa + sqrt(kappa^2 + 4 kappa))/2,
              alpha = sqrt(kappa/(4 + kappa)).
They are tested against minimization of the Gibbs energy. The given K is
tested against a molecular calculation (full CI potential curve of H2,
vibration-rotation levels, partition functions).
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, ci

K_GIVEN = 0.00063           # atm
T_GAS = 2500.0              # K
P_TORR = 20.0               # torr
HARTREE_J = const.physical_constants["Hartree energy"][0]
HARTREE_EV = HARTREE_J / const.e
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
MASS_H = const.m_p + const.m_e      # kg, binding energy neglected


def atom_fraction(kappa):
    return (-kappa + np.sqrt(kappa**2 + 4 * kappa)) / 2


# ---- closed forms for the stated conditions
p_atm = P_TORR * const.torr / const.atm
kappa = K_GIVEN / p_atm
x = atom_fraction(kappa)
alpha = np.sqrt(kappa / (4 + kappa))


# ---- independent road: minimize the Gibbs energy over the extent
def gibbs_over_kT(extent):
    """One mole of H2 at the start; standard potential of H2 set to zero."""
    n_atoms, n_molecules = 2 * extent, 1 - extent
    total = n_atoms + n_molecules
    mu_atom = -0.5 * np.log(K_GIVEN) + np.log(p_atm * n_atoms / total)
    mu_molecule = np.log(p_atm * n_molecules / total)
    return n_atoms * mu_atom + n_molecules * mu_molecule


best = minimize_scalar(gibbs_over_kT, bounds=(1e-6, 1 - 1e-6),
                       method="bounded", options={"xatol": 1e-10})
alpha_gibbs = best.x
x_gibbs = 2 * alpha_gibbs / (1 + alpha_gibbs)
# a flat minimum is located only to about the root of machine precision
assert abs(alpha_gibbs - alpha) < 1e-6
assert abs(x_gibbs - x) < 1e-6
assert 0.135 < x < 0.145

# ---- potential curve of H2; singles and doubles are full CI for 2 electrons
BASIS = "cc-pvqz"
atom = gto.M(atom="H 0 0 0", basis=BASIS, spin=1, verbose=0)
energy_atom = scf.UHF(atom).run(conv_tol=1e-11).e_tot
distances = np.array([0.40, 0.50, 0.60, 0.68, 0.74, 0.80, 0.90,
                      1.00, 1.20, 1.40, 1.70, 2.10, 2.70])   # angstrom
curve = []
for distance in distances:
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", basis=BASIS, verbose=0)
    mean_field = scf.RHF(mol).run(conv_tol=1e-10)
    solver = ci.CISD(mean_field)
    solver.max_cycle = 100
    solver.kernel()
    curve.append(solver.e_tot - 2 * energy_atom)
potential = CubicSpline(distances / BOHR_ANG, curve)

# ---- vibration-rotation levels on a uniform grid (sinc functions)
grid = np.linspace(distances[0], distances[-1], 110) / BOHR_ANG
step = grid[1] - grid[0]
reduced_mass = MASS_H / (2 * const.m_e)         # atomic units
index = np.arange(grid.size)
gap = index[:, None] - index[None, :]
safe_gap = np.where(gap == 0, 1, gap)
kinetic = np.where(gap == 0, np.pi**2 / 3, 2.0 / safe_gap**2)
kinetic = kinetic * (-1.0)**np.abs(gap) / (2 * reduced_mass * step**2)
levels = []
for J in range(29):
    centrifugal = J * (J + 1) / (2 * reduced_mass * grid**2)
    energies = np.linalg.eigvalsh(
        kinetic + np.diag(potential(grid) + centrifugal))
    nuclear_weight = 3 if J % 2 else 1
    levels.append((nuclear_weight * (2 * J + 1), energies[energies < 0]))
fine = np.linspace(grid[0], grid[-1], 20001)
well_depth = -potential(fine).min() * HARTREE_EV
bond_length = fine[np.argmin(potential(fine))] * BOHR_ANG
dissociation_energy = -levels[0][1][0] * HARTREE_EV


def molecular_constant(temperature):
    """K in atm from ideal-gas partition functions."""
    kT = const.k * temperature
    Z = sum(g * np.exp(-e * HARTREE_J / kT).sum() for g, e in levels)
    density = (2 * np.pi * (MASS_H / 2) * kT / const.h**2)**1.5
    return kT * density * 16 / Z / const.atm


K_computed = molecular_constant(T_GAS)
# 0.03 eV error in the binding energy changes K by 15 percent at 2500 K
assert abs(K_computed / K_GIVEN - 1) < 0.15


# ---- temperature dependence, scaled to the given K at 2500 K
def fraction_at(temperature):
    K = K_GIVEN * molecular_constant(temperature) / K_computed
    return atom_fraction(K / p_atm)


x_2400, x_2600, x_1200 = [fraction_at(T) for T in (2400., 2600., 1200.)]
assert x_1200 < 1e-4 < x_2400 < x < x_2600

# ---- finite rate and non-ideality, with rough inputs
RATE_CM6 = 1e-32            # cm^6/s, rough generous three-body coefficient
DIAMETER = 2.5e-10          # m, rough collision diameter
LENGTH = 0.01               # m, filament to substrate
n_total = P_TORR * const.torr / (const.k * T_GAS)
n_atoms = x * n_total
time_recombine = 1 / (2 * RATE_CM6 * 1e-12 * n_total * n_atoms)
speed = np.sqrt(8 * const.k * T_GAS / (np.pi * MASS_H))
free_path = 1 / (n_total * np.pi * DIAMETER**2 * np.sqrt(1.5))
diffusivity = free_path * speed / 3
time_diffuse = LENGTH**2 / (2 * diffusivity)
nonideal = 2 * np.pi / 3 * n_total * DIAMETER**3
assert time_recombine > 10 * time_diffuse
assert nonideal < 1e-4

# ---- printed numbers
x_low, x_high = [atom_fraction(K / p_atm) for K in (0.000625, 0.000635)]
print(f"given K                              {K_GIVEN:.5f} atm")
print(f"temperature                          {T_GAS:.0f} K")
print(f"total pressure                       {P_TORR:.0f} torr")
print(f"total pressure, converted            {p_atm:.6f} atm")
print(f"kappa = K/P                          {kappa:.5f} (no unit)")
print(f"kappa^2 + 4 kappa                    {kappa**2+4*kappa:.6f} (no unit)")
print(f"its square root                      "
      f"{np.sqrt(kappa**2+4*kappa):.5f} (no unit)")
print(f"mole fraction x of H atoms           {100*x:.2f} percent")
print(f"x from Gibbs minimization            {100*x_gibbs:.2f} percent")
print(f"x for K = 0.000625 atm               {100*x_low:.2f} percent")
print(f"x for K = 0.000635 atm               {100*x_high:.2f} percent")
print(f"dissociated fraction alpha           {100*alpha:.2f} percent")
print(f"alpha from Gibbs minimization        {100*alpha_gibbs:.2f} percent")
print(f"shortcut sqrt(kappa)                 {100*np.sqrt(kappa):.2f} percent")
print(f"partial pressure of H                {x*P_TORR:.2f} torr")
print(f"partial pressure of H2               {(1-x)*P_TORR:.2f} torr")
print(f"computed H2 bond length              {bond_length:.3f} angstrom")
print(f"computed H2 well depth               {well_depth:.3f} eV")
print(f"computed H2 dissociation energy      {dissociation_energy:.3f} eV")
print(f"computed K at 2500 K                 {K_computed:.6f} atm")
print(f"computed K over given K              {K_computed/K_GIVEN:.3f}")
print(f"x from computed K                    "
      f"{100*atom_fraction(K_computed/p_atm):.2f} percent")
print(f"equilibrium x at 2400 K              {100*x_2400:.1f} percent")
print(f"equilibrium x at 2600 K              {100*x_2600:.1f} percent")
print(f"equilibrium x at 1200 K              {100*x_1200:.1e} percent")
print(f"total number density                 {n_total*1e-6:.2e} cm^-3")
print(f"H atom number density                {n_atoms*1e-6:.2e} cm^-3")
print(f"rough three-body coefficient (input) {RATE_CM6:.0e} cm^6/s")
print(f"rough collision diameter (input)     {DIAMETER*1e10:.1f} angstrom")
print(f"diffusion length (input)             {LENGTH*100:.0f} cm")
print(f"mean speed of H atoms                {speed:.0f} m/s")
print(f"mean free path of H atoms            {free_path*1e6:.0f} micrometre")
print(f"diffusion coefficient of H           {diffusivity*1e4:.0f} cm^2/s")
print(f"recombination time                   {time_recombine*1e3:.0f} ms")
print(f"diffusion time                       {time_diffuse*1e3:.2f} ms")
print(f"recombination over diffusion time    "
      f"{time_recombine/time_diffuse:.0f}")
print(f"hard-sphere pressure correction      {nonideal:.1e} (relative)")
print("every check passed")
```

Output:

```
given K                              0.00063 atm
temperature                          2500 K
total pressure                       20 torr
total pressure, converted            0.026316 atm
kappa = K/P                          0.02394 (no unit)
kappa^2 + 4 kappa                    0.096333 (no unit)
its square root                      0.31038 (no unit)
mole fraction x of H atoms           14.32 percent
x from Gibbs minimization            14.32 percent
x for K = 0.000625 atm               14.27 percent
x for K = 0.000635 atm               14.37 percent
dissociated fraction alpha           7.71 percent
alpha from Gibbs minimization        7.71 percent
shortcut sqrt(kappa)                 15.47 percent
partial pressure of H                2.86 torr
partial pressure of H2               17.14 torr
computed H2 bond length              0.742 angstrom
computed H2 well depth               4.732 eV
computed H2 dissociation energy      4.462 eV
computed K at 2500 K                 0.000673 atm
computed K over given K              1.069
x from computed K                    14.77 percent
equilibrium x at 2400 K              9.3 percent
equilibrium x at 2600 K              21.0 percent
equilibrium x at 1200 K              1.3e-04 percent
total number density                 7.73e+16 cm^-3
H atom number density                1.11e+16 cm^-3
rough three-body coefficient (input) 1e-32 cm^6/s
rough collision diameter (input)     2.5 angstrom
diffusion length (input)             1 cm
mean speed of H atoms                7247 m/s
mean free path of H atoms            54 micrometre
diffusion coefficient of H           1300 cm^2/s
recombination time                   58 ms
diffusion time                       0.38 ms
recombination over diffusion time    152
hard-sphere pressure correction      2.5e-06 (relative)
every check passed
```
